# The Druyvesteyn distribution for electrons with constant mean free path, part 2

Electrons of mass $m$ and charge $-e$ are driven by a uniform steady field of magnitude $E$ through a uniform gas of atoms of mass $M$, at rest before they are struck. We seek the steady velocity distribution $f(\mathbf v)$, with $\int f\,d^3v=1$, to leading order in $m/M$. Collisions are elastic and isotropic in the centre-of-mass frame. With number density $N$ and constant cross section $\sigma$, the mean free path is $\lambda=1/(N\sigma)$ and the collision rate is $\nu=v/\lambda$. Units are SI, with energies also in eV; the simulation output uses $m=eE=\lambda=1$.

The $z$ axis lies along the force, $a=eE/m$, $\mu=\cos\theta=v_z/v$ and $\varepsilon=mv^2/2$. A prime on $f_0$, $f_1$ or $f_2$ denotes $d/dv$; $\mathbf v'$ is the electron's velocity after a collision, and $\mathbf n$ the unit vector of its new direction in the centre-of-mass frame. Angle brackets denote means. In

$$
f=f_0(v)+f_1(v)\,\mu+f_2(v)\,P_2(\mu)+\dots,\qquad P_2=\frac{3\mu^2-1}{2},
$$

the next coefficient is $f_3$. The kinetic equation and its collision term for heavy atoms are

$$
a\,\frac{\partial f}{\partial v_z}=C[f],
$$

$$
C[f]\simeq\nu f_0-\nu f=-\nu\left(f_1\mu+f_2P_2+\dots\right).
$$

Acting on $f_1\mu$, $\partial/\partial v_z$ gives

$$
\frac13\left(f_1'+\frac{2f_1}{v}\right)+\frac23\left(f_1'-\frac{f_1}{v}\right)P_2 .
$$

Neglecting $f_2$, and balancing the field against recoil, gave

$$
a f_0'=-\nu f_1 ,\qquad f_1=3\,\frac mM\,\frac{v\nu}{a}\,f_0 ,
$$

$$
f_0\propto\exp\left[-3\,\frac mM\,\frac{\varepsilon^2}{(eE\lambda)^2}\right].
$$

The mean fractional energy loss per collision is $2mM/(m+M)^2\simeq2m/M$. Free paths of length $\ell$ have $\langle\ell^2\rangle=2\lambda^2$, and the field's mean square energy change per free path is $\tfrac23(eE\lambda)^2$. Half of this is the diffusion coefficient per collision, and the energy balance follows:

$$
D=\frac{(eE\lambda)^2}{3},
$$

$$
D\,\frac{df_0}{d\varepsilon}=-2\,\frac mM\,\varepsilon f_0 .
$$

## Moments, a numerical case and the limits of validity

Electrons of mass $m$ are accelerated at the rate $a=eE/m$ along $z$ through cold atoms of mass $M$, with a constant mean free path $\lambda$ and collision rate $\nu=v/\lambda$. The velocity distribution is $f=f_0+f_1\cos\theta+f_2P_2(\cos\theta)+\dots$, where $\theta$ is the angle to the force. Its leading parts obey

$$
af_0'=-\nu f_1,\qquad f_1=3\,\frac mM\,\frac{v\nu}{a}\,f_0 .
$$

In terms of the energy $\varepsilon=mv^2/2$, the isotropic part is

$$
f_0\propto e^{-(\varepsilon/\varepsilon_D)^2},\qquad
\varepsilon_D=eE\lambda\sqrt{\frac{M}{3m}} .
$$

The exponent belongs to the density in velocity space. The number of electrons per unit energy contains another factor. The volume of a shell is $4\pi v^2dv$, and since $v\,dv=d\varepsilon/m$ and $v=\sqrt{2\varepsilon/m}$, it is proportional to $\sqrt\varepsilon\,d\varepsilon$. The probability density in energy is therefore $g(\varepsilon)=A\sqrt\varepsilon\,e^{-(\varepsilon/\varepsilon_D)^2}$. To find $A$, set $x=\varepsilon/\varepsilon_D$ and $t=x^2$, so that $dx=dt/(2\sqrt t)$. For any $p>-1$,

$$
\int_0^\infty x^p e^{-x^2}dx=\frac12\int_0^\infty t^{(p-1)/2}e^{-t}dt
=\frac12\,\Gamma\!\left(\frac{p+1}{2}\right).
$$

With $p=1/2$ the normalization gives

$$
g(\varepsilon)=\frac{2\sqrt\varepsilon}{\Gamma(3/4)\,\varepsilon_D^{3/2}}\,e^{-(\varepsilon/\varepsilon_D)^2}.
$$

The values $p=3/2$ and $p=5/2$ give the first two moments,

$$
\langle\varepsilon\rangle=\frac{\Gamma(5/4)}{\Gamma(3/4)}\,\varepsilon_D\simeq0.740\,\varepsilon_D,
\qquad
\langle\varepsilon^2\rangle=\frac{\Gamma(7/4)}{\Gamma(3/4)}\,\varepsilon_D^2=\frac34\,\varepsilon_D^2 .
$$

The most probable energy follows from $d\ln g/d\varepsilon=1/(2\varepsilon)-2\varepsilon/\varepsilon_D^2=0$, which gives $\varepsilon=\varepsilon_D/2$. All these energies are proportional to $E\lambda$, and so to $E/N$ at fixed cross section.

The drift speed is the mean of $v\cos\theta$. Only $f_1$ contributes, and the angular integral again supplies $2/3$:

$$
w=\frac{4\pi}{3}\int_0^\infty v^3f_1\,dv=-\frac{4\pi}{3}a\lambda\int_0^\infty v^2f_0'\,dv .
$$

Integration by parts, with vanishing boundary terms, turns the last integral into $-2\int vf_0\,dv$. Since $\langle1/v\rangle=4\pi\int vf_0\,dv$,

$$
w=\frac23\,a\lambda\left\langle\frac1v\right\rangle .
$$

Let $v_D=\sqrt{2\varepsilon_D/m}$, so that $f_0\propto e^{-(v/v_D)^4}$. The substitution $t=(v/v_D)^4$ gives $\int_0^\infty v^ne^{-(v/v_D)^4}dv=\tfrac14v_D^{n+1}\Gamma\big((n+1)/4\big)$. The ratio of the integrals with $n=1$ and $n=2$ is $\langle1/v\rangle=\sqrt\pi/(\Gamma(3/4)v_D)$, and

$$
w=\frac{2\sqrt\pi}{3\,\Gamma(3/4)}\,\frac{eE\lambda}{m v_D}.
$$

Because $v_D$ is proportional to $\sqrt{E\lambda}$, the drift speed also grows as $\sqrt{E\lambda}$. A stronger field heats the electrons, and hotter electrons collide more often, so the drift does not grow in proportion to the field.

The energy balance checks the factors. The field supplies the power $eEw$ to each electron on average. Collisions remove $2(m/M)\langle\varepsilon\nu\rangle=m^2\langle v^3\rangle/(M\lambda)$. The integrals with $n=5$ and $n=2$ give $\langle v^3\rangle=\sqrt\pi\,v_D^3/(2\Gamma(3/4))$. Writing $v_D^3=v_D^4/v_D$ and using $v_D^4=4\varepsilon_D^2/m^2=4M(eE\lambda)^2/(3m^3)$, one finds the loss

$$
\frac{m^2}{M\lambda}\,\frac{\sqrt\pi}{2\Gamma(3/4)\,v_D}\,\frac{4M(eE\lambda)^2}{3m^3}
=\frac{2\sqrt\pi}{3\,\Gamma(3/4)}\,\frac{(eE\lambda)^2}{m\lambda v_D}=eEw .
$$

The neglect of $f_2$ can now be examined. From the relation between $f_1$ and $f_0$,

$$
\frac{f_1}{f_0}=3\,\frac mM\,\frac{v^2}{a\lambda}=6\,\frac mM\,\frac{\varepsilon}{eE\lambda},
$$

which equals $2\sqrt3\,\sqrt{m/M}$ at $\varepsilon=\varepsilon_D$. The part of the kinetic equation proportional to $P_2$, with $f_3$ neglected, is

$$
\frac{2a}{3}\left(f_1'-\frac{f_1}{v}\right)=-\nu f_2 .
$$

Write $f_1=kv^2f_0$ with $k=3m/(Ma\lambda)$. Then $f_1'-f_1/v=kvf_0+kv^2f_0'$, and $f_0'=-vf_1/(a\lambda)$. Multiplication by $-2a\lambda/(3v)$ gives

$$
\frac{f_2}{f_0}=-\frac23a\lambda k+\frac23kv^2\frac{f_1}{f_0}
=-2\,\frac mM+\frac23\left(\frac{f_1}{f_0}\right)^2 .
$$

At $\varepsilon_D$ this is $6m/M$. In the bulk of the distribution, $f_1/f_0$ is of order $\sqrt{m/M}$ and $f_2/f_0$ is of order $m/M$, so the truncation is consistent for light electrons.

It is less accurate at both ends. At high energy, the omitted $f_2$ and the spread of the recoil losses change the slope of $\ln f_0$ by a relative amount of order $(m/M)(\varepsilon/\varepsilon_D)^2$. The accumulated change in $\ln f_0$ is of order $(m/M)(\varepsilon/\varepsilon_D)^4$, so $f_0$ itself is reliable for $\varepsilon\ll\varepsilon_D(M/m)^{1/4}$. At low energy, the limit is set by the free path itself. The field changes the energy by an amount of order $eE\lambda$ between collisions. An electron whose energy is of this order or smaller can therefore have its speed and direction changed completely in a single free path. The truncation of the expansion is then no longer justified, and the calculated slope should not be relied on there. Few electrons are found there, because $eE\lambda/\varepsilon_D=\sqrt{3m/M}$ is small.

A simulation that uses neither the Legendre expansion nor the balance of flows tests these results. It follows electrons through accelerated free flights and collisions with the full two-body kinematics, for $M/m=100$ and $400$. The coefficient fitted to the exponent over $0.1\,\varepsilon_D<\varepsilon<1.8\,\varepsilon_D$ is 2.998 and 2.996, against the derived 3. The last digit lies within the sampling noise, and the closeness is partly a cancellation across the fitted range: for $M/m=100$ the local coefficient is about 3.2 below $0.9\,\varepsilon_D$ and about 2.8 above $1.35\,\varepsilon_D$, as corrections of order $m/M$ that grow with energy lead one to expect. The mean energy exceeds the formula by 1.2% and 0.4% respectively. Corrections of order $m/M$ would shrink in this way, but sampling noise has not been separated from them. The averages of $\cos\theta$ and $P_2$ also agree with $\langle f_1/f_0\rangle/3$ and $\langle f_2/f_0\rangle/5$ within the tolerances set. For $M/m=400$, the cumulative energy distribution differs from the Druyvesteyn form by at most 0.0025, and from a Maxwellian of equal mean energy by as much as 0.087. The remaining comparisons are in the numerical output.

The next case has a realistic mass ratio but does not describe a real gas. The cross sections of real atoms depend on energy (that of argon, which has about this mass, passes through a deep minimum below $1\ \mathrm{eV}$), and molecules also take up energy in rotation and vibration far below $10\ \mathrm{eV}$, so the energies and tail fractions below hold only for a constant cross section. Take a model gas with $M=40$ atomic mass units, $N=2.5\times10^{22}\ \mathrm{m^{-3}}$, $\sigma=4\times10^{-20}\ \mathrm{m^2}$ and $E=30\ \mathrm{V/m}$. Then $N\sigma=1000\ \mathrm{m^{-1}}$, $\lambda=1.0\times10^{-3}\ \mathrm m$ and $eE\lambda=0.030\ \mathrm{eV}$. With $M/m=7.29\times10^4$,

$$
\varepsilon_D=0.030\ \mathrm{eV}\times\sqrt{\frac{7.29\times10^4}{3}}
\simeq4.68\ \mathrm{eV}=7.49\times10^{-19}\ \mathrm J .
$$

The mean energy is $0.740\times4.68\ \mathrm{eV}\simeq3.46\ \mathrm{eV}$, or $5.54\times10^{-19}\ \mathrm J$, and the most probable energy is $2.34\ \mathrm{eV}$. The electrons have more than a hundred times the energy $eE\lambda$ because each collision removes on average only the fraction $2.74\times10^{-5}$ of their energy. The drift speed is $3.97\times10^3\ \mathrm{m/s}$, about 0.3% of $v_D=1.28\times10^6\ \mathrm{m/s}$. The anisotropy $f_1/f_0$ at $\varepsilon_D$ is 0.013. Gain and loss of power per electron are both $1.91\times10^{-14}\ \mathrm W$.

The quadratic exponent matters most in the tail. It is $-(5/4.68)^2\simeq-1.14$ at $5\ \mathrm{eV}$ and four times as large, $-4.57$, at $10\ \mathrm{eV}$. The fraction of electrons above $10\ \mathrm{eV}$ is 0.55%, whereas a Maxwellian with the same mean energy would have 3.4%, about six times as many. A rate that depends on electrons above such a threshold would be greatly overestimated if the Maxwellian were used in this model.

The small tail does not by itself justify the neglect of inelastic collisions. The mean elastic loss is roughly $2.74\times10^{-5}\times3.46\ \mathrm{eV}\simeq10^{-4}\ \mathrm{eV}$ per collision. Suppose that the atoms could also be excited at a cost of $10\ \mathrm{eV}$, with a cross section $r\sigma$ above that threshold. If the unperturbed tail is used and the weighting of collisions by speed is ignored, the inelastic loss per elastic collision is about $0.0055\times r\times10\ \mathrm{eV}=0.055\,r\ \mathrm{eV}$. On this estimate the two losses are equal at $r\simeq0.002$, but the tail does not then remain unperturbed. An electron above the threshold makes about $1/r=500$ collisions before it excites an atom. With a mean square energy change of $\tfrac23(eE\lambda)^2$ per collision, the field spreads its energy in that time by only about $eE\lambda\sqrt{2/(3r)}\simeq0.55\ \mathrm{eV}$, whereas the unperturbed tail falls by a factor of $e$ over about $\varepsilon_D^2/(2\times10\ \mathrm{eV})\simeq1.1\ \mathrm{eV}$. The tail is therefore depleted, and the inelastic loss is smaller than the estimate, because it is limited by the rate at which the field lifts electrons to the threshold. In this example a weak inelastic process spoils the tail while elastic recoil still dominates the energy balance. At a lower field far fewer electrons reach the threshold: halving $E$ halves $\varepsilon_D$, and the exponent at $10\ \mathrm{eV}$ becomes $4\times(-4.57)\simeq-18.3$. The inelastic loss is then negligible, although the very small tail above the threshold can still be depleted.

The thermal motion of the atoms sets another limit. Let a heavy atom have velocity $\mathbf V$, small compared with $v$. In the frame of the atom the electron keeps its speed, so $\mathbf v'=\mathbf V+|\mathbf v-\mathbf V|\mathbf n$. To first order in $\mathbf V$, the energy changes by $mv\,\mathbf V\cdot(\mathbf n-\mathbf v/v)$. For a gas at temperature $T$, each component of $\mathbf V$ has mean square $k_BT/M$, where $k_B$ is the Boltzmann constant, and isotropic scattering gives $\langle|\mathbf n-\mathbf v/v|^2\rangle=2$. The mean square energy change per collision is

$$
m^2v^2\,\frac{k_BT}{M}\times2=4\,\frac mM\,k_BT\,\varepsilon .
$$

Half of this, $D_T=2(m/M)k_BT\varepsilon$, adds to the diffusion coefficient $D=(eE\lambda)^2/3=(m/M)\varepsilon_D^2$ due to the field. If it enters the energy flow in the same way, the balance becomes

$$
\frac{d\ln f_0}{d\varepsilon}=-\frac{2(m/M)\varepsilon}{D+D_T}
=-\frac{2\varepsilon}{\varepsilon_D^2+2k_BT\varepsilon}.
$$

Without a field this gives $-1/(k_BT)$, the Maxwellian at the gas temperature, as thermal equilibrium requires; this supports the assumed form. The slope is close to that of a cold gas if $2k_BT\varepsilon\ll\varepsilon_D^2$. At $300\ \mathrm K$ the example has $k_BT/\varepsilon_D=0.0055$, so the slope at $\varepsilon_D$ changes by about 1%. Expanding the slope for small $k_BT$ and integrating gives an increase of $\ln f_0$, relative to its value at zero energy, of $\tfrac43(k_BT/\varepsilon_D)(\varepsilon/\varepsilon_D)^3$. At $10\ \mathrm{eV}$ this is about 0.07. Thermal motion thus raises the ratio $f_0(10\ \mathrm{eV})/f_0(0)$ slightly, by about 7% of its cold-gas value.

The assumption of a uniform, steady field also has a scale. An electron forgets its energy after about $M/(2m)$ collisions. Its free paths have mean square length $2\lambda^2$ and nearly independent directions, so its root-mean-square displacement in that time is

$$
\sqrt{\frac{M}{2m}\times2\lambda^2}=\lambda\sqrt{\frac Mm}\simeq0.27\ \mathrm m
$$

in the example. In a vessel much smaller than this, or in a field that varies over a much shorter distance, electrons carry energy from one region to another and the distribution is not set by the local field. The corresponding time is about $(M/2m)\lambda/v_D\simeq3\times10^{-5}\ \mathrm s$, and the field must change slowly on this scale for the steady result to follow it. Both scales are order-of-magnitude estimates; the slowest disturbances of the distribution decay over about half this time and, along the field, about half this length. At fixed $E/N$, a denser gas leaves the distribution unchanged and shortens both scales in proportion to $1/N$.

Collisions between electrons must also be rare enough. They exchange energy within the electron population and drive it toward a Maxwellian, and they compete with an elastic loss that needs tens of thousands of collisions with atoms to act. The Druyvesteyn form therefore requires that an electron exchange little energy with other electrons during the relaxation time just estimated.

## Computed results

```
MONTE CARLO (units m = eE = lambda = 1)
M/m = 100: fitted coefficient (theory 3) = 2.998
  mean energy: simulated 4.322, theory 4.270
  drift speed: simulated 0.2839, theory 0.2838
  mean cos(theta): simulated 0.0850, theory 0.0854
  mean P2: simulated 0.00788, theory 0.00800
  largest CDF gap: Druyvesteyn 0.0079, Maxwell 0.0833
M/m = 400: fitted coefficient (theory 3) = 2.996
  mean energy: simulated 8.575, theory 8.541
  drift speed: simulated 0.2010, theory 0.2007
  mean cos(theta): simulated 0.0427, theory 0.0427
  mean P2: simulated 0.00197, theory 0.00200
  largest CDF gap: Druyvesteyn 0.0025, Maxwell 0.0873
WORKED EXAMPLE
atom mass = 40.0 u, M/m = 72915.5
gas density = 2.50e+22 m^-3, cross section = 4.0e-20 m^2
field = 30.0 V/m, mean free path = 1.000e-03 m
mean fractional energy loss per collision = 2.7428e-05
e E lambda = 0.0300 eV
eps_D = 4.6770 eV = 7.4934e-19 J
mean energy = 3.4595 eV = 5.5427e-19 J
mean energy / eps_D = 0.73967
most probable energy = 2.339 eV
v_D = 1.2827e+06 m/s
drift speed = 3.9667e+03 m/s
drift speed / v_D = 0.00309
power gained per electron = 1.9066e-14 W
power lost per electron = 1.9066e-14 W
f1/f0 at eps_D = 0.01283
kT/eps_D at 300 K = 0.00553
exponent at 2 eV = -0.1829
exponent at 5 eV = -1.1429
exponent at 10 eV = -4.5715
fraction above 10 eV, Druyvesteyn = 5.5166e-03
fraction above 10 eV, Maxwell of equal mean = 3.3987e-02
Maxwell/Druyvesteyn ratio of these = 6.16
```
